# Entropy Production and Joule Heating in a Metal with Elastic Impurities

## The form of the answer

Let $\Pi$ be the entropy that collisions produce per unit volume and time in a metal carrying a current density $\mathbf J$ in a field $\mathbf E$. In equilibrium, $\mathbf E=0$, it vanishes. A term linear in $\mathbf E$ would change sign with the field, whereas collisional production cannot be negative (Lemma 2). A smooth expansion therefore starts with

$$\Pi=\sum_{ij}G_{ij}E_iE_j .$$

The product $T\Pi$ has the dimension of power per volume, so $TG_{ij}$ has the dimension of a conductivity. Symmetry and dimensions go no further: they leave open a numerical factor, and even a different tensor from the one that governs the current. The theorem below shows that $T\Pi=\mathbf J\cdot\mathbf E$.

## Assumptions and conventions

Atomic units are used, with $k_B=1$ and electron charge $-1$. The band energy is $\varepsilon(\mathbf k)$ and the velocity is $\mathbf v=\nabla_k\varepsilon$. I write $\int_k=\int d^3k/(2\pi)^3$; a factor 2 for spin is written out. Primes mark quantities at $\mathbf k'$.

1. The metal is uniform, the field constant, and there is no temperature gradient or magnetic field.
2. Impurities scatter electrons without changing spin or energy. The rate $W(\mathbf k,\mathbf k')\ge 0$ contains $\delta(\varepsilon-\varepsilon')$ and is symmetric, $W(\mathbf k,\mathbf k')=W(\mathbf k',\mathbf k)$.
3. Scattering connects all parts of each energy shell, and deviations from uniformity on a shell decay at rates bounded away from zero.
4. The field is weak: the energy shift $\Phi$ defined below is small compared with $T$.

With occupation $f(\mathbf k)$ for each spin, the collision term is scattering in minus scattering out:

$$C[f]=\int_{k'}W\,[f'(1-f)-f(1-f')]=\int_{k'}W\,(f'-f).$$

The products $ff'$ cancel because $W$ is symmetric, so $C$ is linear in $f$. The force on an electron is $-\mathbf E$, and the Boltzmann equation reads

$$\frac{\partial f}{\partial t}-\mathbf E\cdot\nabla_kf=C[f].$$

"Steady state" needs care. Elastic collisions cannot remove the energy supplied by the field. In the theorem it means that $f$ is stationary to first order in $\mathbf E$; the second order is treated in the proposition that follows it.

## Three lemmas

**Lemma 1.** For any function $a(\mathbf k)$,

$$2\int_k a\,C[f]=-\int_k\int_{k'}W\,(a-a')(f-f').$$

If $a$ depends on energy alone, the result is zero.

*Proof.* The left side is $2\int_k\int_{k'}W\,a\,(f'-f)$. Exchanging the names $\mathbf k$ and $\mathbf k'$ gives the equal expression $2\int_k\int_{k'}W\,a'(f-f')$. Half the sum of the two is the right side. If $a=g(\varepsilon)$, then $a=a'$ wherever $W$ is nonzero. ∎

**Lemma 2.** Put $\eta=\ln[f/(1-f)]$. Then

$$\Pi=-2\int_kC[f]\,\eta=\int_k\int_{k'}W\,(f-f')(\eta-\eta')\ge0.$$

*Proof.* The entropy density is $s=2\int_kh(f)$, with $h=-f\ln f-(1-f)\ln(1-f)$. Its derivative is

$$h'(f)=-\ln f-1+\ln(1-f)+1=-\eta .$$

Replacing $\partial f/\partial t$ by its collisional part gives the first form, and Lemma 1 with $a=\eta$ gives the second. Since $\eta$ increases with $f$, the two brackets have the same sign. ∎

**Lemma 3.** Let $f_0=[e^{(\varepsilon-\mu)/T}+1]^{-1}$ and $p=-\partial f_0/\partial\varepsilon=f_0(1-f_0)/T$. Write $f=f_0+p\,\Phi+O(E^2)$. The stationary first-order equation is

$$\int_{k'}W\,(\Phi-\Phi')=-\mathbf E\cdot\mathbf v .$$

It has a solution, unique up to a function of energy.

*Proof.* To first order the drift term acts on $f_0$:

$$-\mathbf E\cdot\nabla_kf_0=-\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}=p\,\mathbf E\cdot\mathbf v .$$

On the right, $C[f_0]=0$ because $f_0=f_0'$ on a shell. Likewise $p=p'$, so $C[p\Phi]=-p\int_{k'}W(\Phi-\Phi')$. Hence

$$C[p\Phi]=p\,\mathbf E\cdot\mathbf v ,$$

and division by $p$ gives the equation. By Lemma 1, its left side integrates to zero over every shell, so the right side must do the same. It does, because

$$\int_k\mathbf v\,\delta(e-\varepsilon)=-\int_k\nabla_k\theta(e-\varepsilon)=0:$$

the step function is periodic over the Brillouin zone or, for free electrons, vanishes at large $k$. Assumption 3 then guarantees a solution and leaves one free constant per shell. ∎

I fix this constant by requiring zero mean of $\Phi$ on each shell. Another choice would change neither the current, by the integral just shown, nor the differences $\Phi-\Phi'$.

If scattering failed to connect two sheets of a shell, each sheet would need zero total velocity by itself. A sheet with a net velocity would then have no stationary response, and the theorem would not apply.

## The theorem

**Theorem.** Under assumptions 1–4, to second order in the field,

$$T\Pi=\int_k\int_{k'}W\,p\,(\Phi-\Phi')^2=\mathbf J\cdot\mathbf E .$$

*Proof.* In equilibrium $\eta=-(\varepsilon-\mu)/T$. Since $d\eta/df=1/[f(1-f)]$, the change $p\Phi$ in $f$ changes $\eta$ by

$$\frac{p\,\Phi}{f_0(1-f_0)}=\frac{\Phi}{T}.$$

Thus

$$\eta=-\frac{\varepsilon-\mu}{T}+\frac{\Phi}{T}+O(E^2).$$

Insert this in $\Pi=-2\int_kC[f]\,\eta$. The first term is a function of energy, so by Lemma 1 it contributes nothing, whatever $f$ is. This step matters: without it, an unknown second-order part of $f$ multiplied by $(\varepsilon-\mu)/T$ would enter at the order we need. Since $C[f]$ starts at first order, the unwritten part of $\eta$ contributes at third order. What remains is

$$T\Pi=-2\int_k\Phi\,C[p\Phi].$$

Lemma 1 with $a=\Phi$, together with $p=p'$, turns this into the quadratic form in the theorem. Alternatively, Lemma 3 replaces $C[p\Phi]$ by $p\,\mathbf E\cdot\mathbf v$:

$$T\Pi=-2\int_kp\,\Phi\,\mathbf E\cdot\mathbf v .$$

The current of particles with charge $-1$ is $\mathbf J=-2\int_k\mathbf vf$. Its equilibrium part vanishes, because $\mathbf vf_0(\varepsilon)$ is the gradient of a function of $\varepsilon$. To first order, therefore,

$$\mathbf J\cdot\mathbf E=-2\int_kp\,\Phi\,\mathbf E\cdot\mathbf v ,$$

which is the same expression. ∎

The band may be anisotropic and $\mathbf J$ need not be parallel to $\mathbf E$. With $J_i=\sum_j\sigma_{ij}E_j$, one has $T\Pi=\sum_{ij}E_i\sigma_{ij}E_j$; the component of the current perpendicular to the field does not contribute.

## Where the energy and entropy go

**Proposition.** The drift term creates no entropy and supplies energy at the rate $\mathbf J\cdot\mathbf E$. Without a heat bath, the electron gas therefore obeys $du/dt=T\,ds/dt=\mathbf J\cdot\mathbf E$ to second order. With a bath at temperature $T$ and a fully stationary state, the electron entropy is constant and the bath gains entropy at the rate $\mathbf J\cdot\mathbf E/T$.

*Proof.* Drift changes $f$ at the rate $\mathbf E\cdot\nabla_kf$. Its entropy contribution is

$$2\int_kh'(f)\,\mathbf E\cdot\nabla_kf=2\int_k\mathbf E\cdot\nabla_kh(f)=0,$$

the integral of a gradient. Its energy contribution follows by parts:

$$2\int_k\varepsilon\,\mathbf E\cdot\nabla_kf=-2\int_kf\,\mathbf E\cdot\mathbf v=\mathbf J\cdot\mathbf E .$$

Elastic collisions add no energy (Lemma 1) and add entropy $\mathbf J\cdot\mathbf E/T$ (the theorem). This proves the first claim. In a fully stationary state the electrons' energy and entropy are constant, so the bath receives heat at the rate $\mathbf J\cdot\mathbf E$. At temperature $T$ its entropy grows at $\mathbf J\cdot\mathbf E/T$. ∎

Impurities thus turn directed motion into disorder on each energy shell; they do not take up the heat. The bath does that.

**Remark: a bath that also resists the current.** Let $C_b$ be the linearized collision term of the bath. The first-order equation becomes $p\,\mathbf E\cdot\mathbf v=C[p\Phi]+C_b$. Multiplying by $-2\Phi$ and integrating gives

$$\mathbf J\cdot\mathbf E=-2\int_k\Phi\,C[p\Phi]-2\int_k\Phi\,C_b .$$

The first term is still $T\Pi$ for the impurities, since its derivation used Lemma 1 and the expansion of $\eta$. If the two mechanisms have relaxation times $\tau$ and $\tau_b$, both constant over the states that carry the current, so that the collision terms are $-p\Phi/\tau$ and $-p\Phi/\tau_b$, the impurity share is

$$\frac{T\Pi}{\mathbf J\cdot\mathbf E}=\frac{1/\tau}{1/\tau+1/\tau_b}.$$

The theorem is recovered when $\tau_b\gg\tau$.

## Free electrons and screened impurities

For $\varepsilon=k^2/2$ and a rate that depends on the scattering angle $\theta$, try $\Phi=-\tau\,\mathbf E\cdot\mathbf v$. Averaging $\mathbf v'$ over rotations about $\mathbf k$ leaves $\mathbf v\cos\theta$. Lemma 3 is then satisfied with

$$\frac1\tau=\int_{k'}W\,(1-\cos\theta).$$

Take $n_i$ impurities per volume with potential of magnitude $V(q)=4\pi Z/(q^2+\kappa^2)$. In the Born approximation $W=2\pi n_iV^2\delta(\varepsilon-\varepsilon')$. On the shell, $k'^2dk'=k\,d\varepsilon'$ and $q^2=2k^2u$ with $u=1-\cos\theta$. Hence

$$\frac1\tau=2\pi n_i\frac{k}{8\pi^3}\,2\pi\int_0^2\frac{16\pi^2Z^2\,u\,du}{(2k^2u+\kappa^2)^2}
=8\pi n_iZ^2k\int_0^2\frac{u\,du}{(2k^2u+\kappa^2)^2}.$$

Substitute $t=2k^2u/\kappa^2$ and set $y=4k^2/\kappa^2$. The last integral becomes

$$\frac1{4k^4}\int_0^y\frac{t\,dt}{(1+t)^2}=\frac1{4k^4}\left[\ln(1+y)-\frac{y}{1+y}\right],$$

so that

$$\frac1\tau=\frac{2\pi n_iZ^2}{k^3}\left[\ln(1+y)-\frac y{1+y}\right].$$

For $T$ far below the Fermi energy $E_F$, $p$ selects the Fermi surface. There $2\int_kp\,(\dots)$ becomes $k_F/\pi^2$ times an angular average, and

$$T\Pi=2\int_kp\,\tau(\mathbf E\cdot\mathbf v)^2=\frac{k_F}{\pi^2}\,\tau\,\frac{k_F^2E^2}{3}=n\tau E^2,\qquad n=\frac{k_F^3}{3\pi^2}.$$

This is $J^2\rho$ with resistivity $\rho=1/(n\tau)$.

**Remark: how weak the field must be.** Let $\ell=v_F\tau$ and $\varphi=\Phi/T=-\varphi_m\cos\alpha$, where $\varphi_m=E\ell/T$ and $\alpha$ is the angle between $\mathbf v$ and $\mathbf E$. For the truncated distribution $f_0+p\Phi$,

$$\eta+\frac{\varepsilon-\mu}T=\ln[1+(1-f_0)\varphi]-\ln[1-f_0\varphi].$$

Its expansion is $\varphi$, plus a $\varphi^2$ term, plus $\frac13[(1-f_0)^3+f_0^3]\varphi^3$. Multiplied by $C\propto\varphi$, the $\varphi^2$ term is odd in $\cos\alpha$ and averages to zero. The cubic coefficient equals $\frac13[1-3f_0(1-f_0)]$. Because $p\,d\varepsilon=-df_0$, its thermal average is $\frac13(1-3\cdot\frac16)=\frac16$. The angular averages of $\cos^4\alpha$ and $\cos^2\alpha$ have ratio $\frac35$. Therefore

$$\frac{T\Pi}{\mathbf J\cdot\mathbf E}-1\simeq\frac{\varphi_m^2}{10}.$$

This sizes the truncation. It is not a nonlinear theory, since higher-order parts of $f$ enter at the same order in $\varphi_m$, and without a bath they grow in time. Field and scattering together spread the electrons in energy with diffusion constant $D=(E\ell)^2/3\tau$, so the shell average of $f$ changes by $Dt\,\partial^2f_0/\partial\varepsilon^2$. With $T$ the initial temperature, this lowers the ratio by about $\varphi_m^2t/9\tau$, which overtakes $\varphi_m^2/10$ after roughly one scattering time.

## A numerical example

Take $E_F=7$ eV, $T=380$ K ($k_BT=0.03275$ eV), $J=2$ MA/cm², and one impurity with $Z=1$ per 100 electrons. These round parameters describe a free-electron model roughly in the regime of a narrow copper line.

The Fermi wave number is $k_F=1.355$ Å⁻¹, and $n=k_F^3/3\pi^2=0.084$ Å⁻³. Thomas–Fermi screening, $\kappa^2=4k_F/\pi$ in atomic units, gives $\kappa=1.806$ Å⁻¹ and $y=4(1.355/1.806)^2=2.25$. The bracket in $1/\tau$ is $1.180-0.693=0.487$. Since $n_i=0.01\,k_F^3/3\pi^2$,

$$\frac1\tau=\frac{2(0.01)}{3\pi}\,0.487=1.03\times10^{-3}\ \text{atomic units},$$

or $\tau=23.4$ fs. The mean free path is $\ell=367$ Å (36.7 nm) and $\rho=1.80$ µΩ cm. Then

$$E=\rho J=(1.803\times10^{-6})(2\times10^6)=3.61\ \text{V/cm},$$

$$\mathbf J\cdot\mathbf E=(3.606)(2\times10^6)=7.21\times10^6\ \text{W/cm}^3,$$

which is 45.0 eV Å⁻³ s⁻¹.

The entropy production can be found without using this power. I solved the equation of Lemma 3 on a grid of energies and angles and inserted the resulting $f$ in the logarithmic formula of Lemma 2. The result is $\Pi=1.898\times10^4$ W cm⁻³ K⁻¹. Multiplied by 380 K, it gives $7.21\times10^6$ W/cm³, the Joule power.

An electron gains $eE\ell=1.32\times10^{-5}$ eV over a mean free path directed against the field. Hence $\varphi_m=4.0\times10^{-4}$, and the truncation correction is $1.6\times10^{-8}$. Thermal smearing enters at the scale $(k_BT/E_F)^2=2\times10^{-5}$ times a factor of a few; at fixed density it raises the conductivity by $5\times10^{-5}$.

The electron heat capacity, $2\int_kp(\varepsilon-\mu)^2/T$, is 0.0268 J cm⁻³ K⁻¹. Elastic scattering alone does not keep the heated electrons in a Fermi distribution, so a temperature rise presumes that collisions among the electrons, absent from the model, restore one. Without a bath the electrons would then warm at $7.21\times10^6/0.0268=2.7\times10^8$ K/s, or 1 K in 3.7 ns. That is about $10^5$ scattering times, so first-order stationarity is well defined while the gas slowly heats. By then the heating has lowered $T\Pi/\mathbf J\cdot\mathbf E$, with $T$ the initial temperature, by about $3\times10^{-3}$, far more than the truncation correction. With a rough electron–lattice coupling of $10^{11}$ W cm⁻³ K⁻¹, the electrons need to be only about $7\times10^{-5}$ K hotter than the lattice to pass the heat on. The warming of the lattice itself is not included.

## The model beside a real line

Copper has a bulk resistivity of roughly 1.7 µΩ cm at room temperature and about 2.2 µΩ cm at 380 K, mostly from phonons. The model's 1.80 µΩ cm contains no phonons, so the similarity is accidental; one percent of charged impurities is far more than in clean copper. At fixed current density, $\mathbf J\cdot\mathbf E$ changes in proportion to $\rho$. Three omissions change it by factors of order two, each taken separately:

- **Born approximation.** Integrating the radial phase equation for the same attractive potential, with angular momenta up to 6, gives a transport cross section 1.81 times the Born value, and $\rho=3.25$ µΩ cm. The Friedel sum $(2/\pi)\sum_l(2l+1)\delta_l$ of the phase shifts $\delta_l$ is 1.38, whereas neutrality requires $Z=1$. The potential is therefore not self-consistent, and neither resistivity is a prediction for a real impurity. The factor depends on sign and screening. The repulsive potential of the same magnitude, which has the same Born value, gives 0.38. Raising $\kappa$ by 21% so that the Friedel sum equals 1 gives $\rho=2.7$ µΩ cm, 1.5 times the value above.
- **Phonons.** The high-temperature estimate $\hbar/\tau_b=2\pi\lambda k_BT$, with a rough coupling $\lambda=0.13$, gives $\tau_b\approx25$ fs and a rate 0.95 times the impurity rate. Adding the rates nearly doubles $\rho$. The impurity share of the entropy production falls to $1/1.95$, about one half. This estimate corresponds to a phonon resistivity of 1.7 µΩ cm at 380 K, below copper's; with 2.2 µΩ cm the share would be 0.45.
- **Surfaces.** Take a film of thickness $d$ with the field in its plane and surfaces that scatter diffusely, so that an electron leaves a surface with no memory of the field. As an approximation, describe impurity scattering in the film by the single relaxation time $\tau$; this would be exact for isotropic scattering, but is not for the screened impurities used here. For an electron at distance $z$ from the surface it left, $\Phi$ has then recovered to the fraction $1-e^{-z/c\ell}$ of its bulk value, where $c$ is the cosine of the angle between the electron's velocity and the surface normal. Averaging over $z$ and direction gives

$$\frac{\sigma_{\rm film}}{\sigma}=\frac32\int_0^1(1-c^2)\left[1-\frac{c\ell}{d}\left(1-e^{-d/c\ell}\right)\right]dc .$$

For $d=200$ Å and $\ell$ held at 367 Å, numerical integration gives a resistivity 1.84 times the bulk value; keeping the full angular dependence of the screened-impurity scattering shifts this to 1.86. Assumption 1 fails here. The impurity production contains the square of the recovery fraction and the Joule power its first power, so impurities account for less than $\mathbf J\cdot\mathbf E/T$, about 70% of it at this thickness.

These factors should not be multiplied together: phonons, for example, shorten $\ell$ and lower the film-to-bulk ratio from 1.84 to 1.43, while the resistivity added by the surfaces stays near 1.5 µΩ cm. A change of the elastic rate, as in the first item, alters both sides of the theorem equally. Phonons and surfaces instead divide the production among several mechanisms.

All numerical values are calculated from the stated model.
